# Intensity enhancement at the pole of a resonant metal sphere in resist: a numerical check

```python
"""
Result under test: a small sphere (permittivity eps) in a resist (eps_m),
in a uniform field E0, has just outside its pole the field
    E/E0 = 3 eps / (eps + 2 eps_m),
so that |E/E0|^2 is about 950 for eps = -5.12+0.5i, eps_m = 2.56.
Time factor exp(-i omega t); positive Im eps means absorption.
beta = (eps-eps_m)/(eps+2 eps_m) is the dipole factor.
Lengths are in nm and photon energies in eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn, spherical_yn, spherical_in

eps = -5.12 + 0.5j
eps_m = 2.56
radius = 5.0
wavelength = 415.0
plasma_ev = 9.0          # rough free-electron plasma energy of silver
fermi_speed = 1.4e6      # rough Fermi speed of silver, m/s


def pole_field(e, em):
    return 3 * e / (e + 2 * em)


def axis_field(e, em, r_over_a):
    beta = (e - em) / (e + 2 * em)
    return 1 + 2 * beta / r_over_a**3


def radial_fem(e, em):
    """Solve (eps r^2 f')' = 2 eps f, potential f(r) cos(theta), a=1."""
    outer = 200.0
    r = np.concatenate((np.linspace(0, 1, 80),
                        np.geomspace(1, outer, 6001)[1:]))
    length = np.diff(r)
    e_cell = np.where((r[1:] + r[:-1]) / 2 < 1, e, em)
    stiff = e_cell * (r[1:]**3 - r[:-1]**3) / (3 * length**2)
    mass = e_cell * length / 3
    off = -stiff + mass
    diag = (stiff + 2 * mass)[:-1] + (stiff + 2 * mass)[1:]
    rhs = np.zeros(len(diag), complex)
    rhs[-1] = off[-1] * outer          # far potential is -r
    band = np.zeros((3, len(diag)), complex)
    band[0, 1:] = off[1:-1]
    band[1] = diag
    band[2, :-1] = off[1:-1]
    f = np.concatenate(([0], solve_banded((1, 1), band, rhs), [-outer]))
    r_out, f_out = r[79:], f[79:]
    field_out = -np.gradient(f_out, r_out, edge_order=2)
    field_in = -(f[1] - f[0]) / (r[1] - r[0])
    return r_out, field_out, field_in


def mie_electric_magnetic(n, x, m):
    """Scattering coefficients of order n, size x, relative index m."""
    def psi(z):
        return z * spherical_jn(n, z)

    def dpsi(z):
        return spherical_jn(n, z) + z * spherical_jn(n, z, True)

    h = spherical_jn(n, x) + 1j * spherical_yn(n, x)
    dh = spherical_jn(n, x, True) + 1j * spherical_yn(n, x, True)
    xi, dxi = x * h, h + x * dh
    y = m * x
    a_n = ((m * psi(y) * dpsi(x) - psi(x) * dpsi(y))
           / (m * psi(y) * dxi - xi * dpsi(y)))
    b_n = ((psi(y) * dpsi(x) - m * psi(x) * dpsi(y))
           / (psi(y) * dxi - m * xi * dpsi(y)))
    return a_n, b_n


def mie_intensity(a, e, r_over_a=1.0):
    """|E/E0|^2 on the polarization axis from the full wave solution."""
    x = 2 * np.pi * np.sqrt(eps_m) * a / wavelength
    m = np.sqrt(complex(e / eps_m))
    rho = x * r_over_a
    e_r, e_theta = 1.0 + 0j, 0j
    pi_before, pi_now = 0.0, 1.0
    for n in range(1, 7):
        tau = -(n + 1) * pi_before
        a_n, b_n = mie_electric_magnetic(n, x, m)
        h = spherical_jn(n, rho) + 1j * spherical_yn(n, rho)
        dh = (spherical_jn(n, rho, True)
              + 1j * spherical_yn(n, rho, True))
        weight = 1j**n * (2 * n + 1) / (n * (n + 1))
        e_r += weight * 1j * a_n * n * (n + 1) * pi_now * h / rho
        e_theta += weight * (1j * a_n * tau * (h + rho * dh) / rho
                             - b_n * pi_now * h)
        # angular functions at a right angle to the beam
        pi_before, pi_now = pi_now, -(n + 1) / n * pi_before
    return abs(e_r)**2 + abs(e_theta)**2


# Main result and its independent tests
field = pole_field(eps, eps_m)
ideal = abs(field)**2
beta = (eps - eps_m) / (eps + 2 * eps_m)
inside = 3 * eps_m / (eps + 2 * eps_m)
assert 940 < ideal < 960

X, Y, Z = sp.symbols("X Y Z", positive=True)
dipole = Z / (X**2 + Y**2 + Z**2)**sp.Rational(3, 2)
assert sp.simplify(sum(sp.diff(dipole, q, 2) for q in (X, Y, Z))) == 0

r_fem, field_fem, inside_fem = radial_fem(eps, eps_m)
fem_intensity = abs(field_fem[0])**2
assert abs(field_fem[0] / field - 1) < 2e-3
assert abs(inside_fem / inside - 1) < 2e-3
for ratio in (1.2, 1.4, 2.0):
    numeric = np.interp(ratio, r_fem, field_fem)
    assert abs(numeric / axis_field(eps, eps_m, ratio) - 1) < 3e-3

mie_tiny = mie_intensity(0.1, eps)
assert abs(mie_tiny / ideal - 1) < 3e-3
mie_away = mie_intensity(0.1, eps, 1.2)
assert abs(mie_away / abs(axis_field(eps, eps_m, 1.2))**2 - 1) < 3e-3

# Retardation
size = 2 * np.pi * np.sqrt(eps_m) * radius / wavelength
m2 = eps / eps_m
a1_full = mie_electric_magnetic(1, size, np.sqrt(m2))[0]
a1_short = (-2j / 3 * size**3 * (m2 - 1)
            / (m2 + 2 - 0.6 * size**2 * (m2 - 2)
               - 2j / 3 * size**3 * (m2 - 1)))
assert abs(a1_short / a1_full - 1) < 0.02
shifted_resonance = -eps_m * (2 + 2.4 * size**2)


def best_real_part(a):
    found = minimize_scalar(
        lambda re: -mie_intensity(a, re + 1j * eps.imag),
        bounds=(-7, -4), method="bounded")
    return found.x


best_tiny, best_here = best_real_part(0.1), best_real_part(radius)
assert best_here < best_tiny - 0.05
radii = (5.0, 10.0, 20.0)
mie_values = [mie_intensity(a, eps) for a in radii]
assert ideal > mie_values[0] > mie_values[1] > mie_values[2]

# Surface scattering in a Drude metal
photon_ev = const.h * const.c / (wavelength * 1e-9) / const.e
hbar_v = const.hbar * fermi_speed / const.e * 1e9    # eV nm


def extra_loss(a):
    return plasma_ev**2 * (hbar_v / a) / photon_ev**3


rate_ev = hbar_v / radius
drude = -plasma_ev**2 / (photon_ev**2 + 1j * rate_ev * photon_ev)
assert abs(drude.imag / extra_loss(radius) - 1) < 0.02
damped = abs(pole_field(eps + 1j * extra_loss(radius), eps_m))**2
mie_damped = [mie_intensity(a, eps + 1j * extra_loss(a)) for a in radii]
assert max(mie_damped) < ideal

# Finite thickness of induced charge: hydrodynamic electron gas
eps_bound = eps.real + plasma_ev**2 / photon_ev**2
chi = eps - eps_bound
hbar_sound = np.sqrt(3 / 5) * hbar_v
kappa = np.sqrt(plasma_ev**2 / eps_bound - photon_ev**2) / hbar_sound
ka = kappa * radius
delta = (chi / eps_bound * spherical_in(1, ka)
         / (ka * spherical_in(1, ka, True)))
field_hydro = 3 * eps / (eps + 2 * eps_m * (1 + delta))
hydro = abs(field_hydro)**2


def hydro_collocation(order, r_min=0.05):
    """Polar field from the coupled potential and free-charge equations.

    Unknowns at Chebyshev points, a=1: the potential, then the free
    charge density divided by ka^2 eps_bound. Point 0 is the surface.
    """
    k = np.arange(order + 1)
    x = np.cos(np.pi * k / order)
    c = np.where((k == 0) | (k == order), 2.0, 1.0) * (-1.0)**k
    gap = x[:, None] - x[None, :] + np.eye(order + 1)
    slope = np.outer(c, 1 / c) / gap
    slope -= np.diag(slope.sum(axis=1))
    half = (1 - r_min) / 2
    r = r_min + half * (1 + x)
    slope /= half
    one = np.eye(order + 1)
    laplace = (slope @ slope + (2 / r)[:, None] * slope
               - np.diag(2 / r**2))
    p, q = slice(0, order + 1), slice(order + 1, 2 * order + 2)
    matrix = np.zeros((2 * order + 2, 2 * order + 2), complex)
    rhs = np.zeros(2 * order + 2, complex)
    matrix[p, p], matrix[p, q] = laplace, ka**2 * one
    matrix[q, q] = laplace - ka**2 * one
    # regular behaviour near the centre
    regular = one[-1] - r_min * slope[-1]
    matrix[order], matrix[-1] = 0, 0
    matrix[order, p], matrix[-1, q] = regular, regular
    # surface: match the outside dipole field; no normal free current
    matrix[0], matrix[order + 1] = 0, 0
    matrix[0, p] = eps_bound * slope[0] + 2 * eps_m * one[0]
    rhs[0] = -3 * eps_m
    matrix[order + 1, p] = chi * slope[0]
    matrix[order + 1, q] = eps * slope[0]
    potential = np.linalg.solve(matrix, rhs)[p]
    return -eps_bound * (slope[0] @ potential) / eps_m


field_bvp = hydro_collocation(60)
assert abs(field_bvp / field_hydro - 1) < 1e-4

# Resist absorption and index change
resist_k, index_change = 0.01, 0.02
index = np.sqrt(eps_m)
absorbing = abs(pole_field(eps, (index + 1j * resist_k)**2))**2
changed = abs(pole_field(eps, (index + index_change)**2))**2
assert absorbing < ideal and changed < ideal

print(f"sphere permittivity: {eps.real:.2f} + {eps.imag:.2f} i")
print(f"resist permittivity: {eps_m:.2f}; index: {index:.2f}")
print(f"radius: {radius:.1f} nm; vacuum wavelength: {wavelength:.0f} nm")
print(f"photon energy: {photon_ev:.3f} eV")
print(f"dipole factor beta: {beta.real:.3f} + {beta.imag:.3f} i")
print(f"polar field E/E0: {field.real:.3f} + {field.imag:.3f} i")
print(f"polar field magnitude |E/E0|: {abs(field):.2f}")
print(f"polar intensity enhancement: {ideal:.1f}")
print(f"inside intensity enhancement: {abs(inside)**2:.1f}")
print(f"outside/inside intensity ratio: {ideal / abs(inside)**2:.3f}")
print(f"finite-element polar enhancement: {fem_intensity:.1f}")
print(f"Mie polar enhancement, radius 0.1 nm: {mie_tiny:.1f}")
for d in (1.0, 2.0, 5.0):
    value = abs(axis_field(eps, eps_m, 1 + d / radius))**2
    print(f"quasistatic enhancement {d:.0f} nm from pole: {value:.1f}")
print(f"size parameter x: {size:.4f}")
print(f"shifted dipole resonance, Re eps: {shifted_resonance:.3f}")
print(f"Re eps of largest polar field, 0.1 nm: {best_tiny:.3f}")
print(f"Re eps of largest polar field, 5 nm: {best_here:.3f}")
for a, plain, lossy in zip(radii, mie_values, mie_damped):
    print(f"Mie enhancement, radius {a:.0f} nm: {plain:.1f}")
    print(f"  with added surface scattering: {lossy:.1f}")
print(f"rough plasma energy: {plasma_ev:.1f} eV")
print(f"rough Fermi speed: {fermi_speed:.1e} m/s")
print(f"surface collision energy hbar vF/a: {rate_ev:.3f} eV")
print(f"added Im eps at 5 nm: {extra_loss(radius):.3f}")
print(f"quasistatic enhancement with added loss: {damped:.1f}")
print(f"bound-electron permittivity: {eps_bound:.2f}")
print(f"induced-charge depth 1/kappa: {1 / kappa:.3f} nm")
print(f"hydrodynamic delta: {delta.real:.4f} {delta.imag:+.4f} i")
print(f"enhancement with hydrodynamic charge layer: {hydro:.1f}")
print(f"collocation solution of same model: {abs(field_bvp)**2:.1f}")
print(f"resist extinction coefficient: {resist_k:.2f}")
print(f"enhancement with absorbing resist: {absorbing:.1f}")
print(f"resist index change: {index_change:.2f}")
print(f"enhancement after index change: {changed:.1f}")
print("finished without a failed check")
```

It prints:

```
sphere permittivity: -5.12 + 0.50 i
resist permittivity: 2.56; index: 1.60
radius: 5.0 nm; vacuum wavelength: 415 nm
photon energy: 2.988 eV
dipole factor beta: 1.000 + 15.360 i
polar field E/E0: 3.000 + 30.720 i
polar field magnitude |E/E0|: 30.87
polar intensity enhancement: 952.7
inside intensity enhancement: 235.9
outside/inside intensity ratio: 4.038
finite-element polar enhancement: 952.7
Mie polar enhancement, radius 0.1 nm: 952.7
quasistatic enhancement 1 nm from pole: 320.7
quasistatic enhancement 2 nm from pole: 128.3
quasistatic enhancement 5 nm from pole: 16.3
size parameter x: 0.1211
shifted dipole resonance, Re eps: -5.210
Re eps of largest polar field, 0.1 nm: -5.168
Re eps of largest polar field, 5 nm: -5.260
Mie enhancement, radius 5 nm: 908.8
  with added surface scattering: 218.4
Mie enhancement, radius 10 nm: 549.7
  with added surface scattering: 300.6
Mie enhancement, radius 20 nm: 84.4
  with added surface scattering: 77.5
rough plasma energy: 9.0 eV
rough Fermi speed: 1.4e+06 m/s
surface collision energy hbar vF/a: 0.184 eV
added Im eps at 5 nm: 0.560
quasistatic enhancement with added loss: 219.0
bound-electron permittivity: 3.96
induced-charge depth 1/kappa: 0.210 nm
hydrodynamic delta: -0.1004 +0.0055 i
enhancement with hydrodynamic charge layer: 438.4
collocation solution of same model: 438.4
resist extinction coefficient: 0.01
enhancement with absorbing resist: 748.8
resist index change: 0.02
enhancement after index change: 893.4
finished without a failed check
```
